# The Thomas-Fermi Screening Length of a Neutral Atom: a program that tests the result

```python
"""Thomas-Fermi screening length of a neutral atom.

Result under test: the potential of a neutral Thomas-Fermi atom is
Phi(r) = Z*phi(r/a)/r, with phi'' = phi**1.5/sqrt(x), phi(0)=1, phi(inf)=0,
and a = (5*C/3)*(4*pi)**(-2/3)*Z**(-1/3) bohr = 0.8853 bohr/Z**(1/3).
Z: nuclear charge; x = r/a; C: coefficient of the kinetic energy density
C*n**(5/3) of a degenerate electron gas; g: spin states per orbital.
Hartree atomic units inside; nm and eV in the example (proton on zinc).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf
from pyscf.data import elements

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


# ---------- kinetic coefficient: formula and explicit sum over states ----------
def kinetic_coefficient(g):
    return 0.3 * (6 * np.pi**2 / g) ** (2 / 3)


def counted_coefficient(g, radius=40):
    """Fill all plane waves of a unit periodic box inside a sphere."""
    m = np.arange(-radius, radius + 1)
    m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
    filled = m2[m2 <= radius**2].astype(float)
    number = g * filled.size
    kinetic = g * np.sum((2 * np.pi)**2 * filled / 2)
    return kinetic / number ** (5 / 3)


def length_factor(g):
    return 5 * kinetic_coefficient(g) / 3 / (4 * np.pi) ** (2 / 3)


C2, C1 = kinetic_coefficient(2), kinetic_coefficient(1)
C2_box, C1_box = counted_coefficient(2), counted_coefficient(1)
assert abs(C2_box / C2 - 1) < 1e-3
assert abs(C1_box / C1 - 1) < 1e-3
b = length_factor(2)
assert abs(b - 0.5 * (3 * np.pi / 4) ** (2 / 3)) < 1e-12

# ---------- universal function: inward integration, then rescaling ----------
decay = (np.sqrt(73) - 7) / 2
small = 1e-5
outer = solve_ivp(lambda s, y: [y[1], 7 * y[1] - 12 * y[0] + y[0]**1.5],
                  (18, 0), [144 * (1 - small), 144 * small * decay],
                  method="DOP853", rtol=1e-11, atol=1e-13, dense_output=True)
w1, dw1 = outer.y[:, -1]
inner = solve_ivp(lambda t, y: [2 * t * y[1], 2 * y[0]**1.5],
                  (1, 0), [w1, dw1 - 3 * w1],
                  method="DOP853", rtol=1e-11, atol=1e-13, dense_output=True)
height, raw_slope = inner.y[:, -1]
stretch = height ** (1 / 3)
slope0 = raw_slope / height ** (4 / 3)


def screening(x):
    """phi and dphi/dx at x."""
    q = np.asarray(x, float) / stretch
    s = np.log(np.maximum(q, 1))
    near = inner.sol(np.sqrt(np.minimum(q, 1)))
    far = outer.sol(s)
    f = np.where(q < 1, near[0], far[0] * np.exp(-3 * s))
    d = np.where(q < 1, near[1], (far[1] - 3 * far[0]) * np.exp(-4 * s))
    return f / height, d / (height * stretch)


def phi(x):
    return screening(x)[0]


# Poisson equation in real distances, density from the local Fermi momentum
for Z in (10, 30, 79):
    a = b / Z ** (1 / 3)
    for r in (0.05, 0.3, 1.0, 3.0):
        h = 0.01 * r
        r_phi = Z * phi(np.array([r - h, r, r + h]) / a)
        laplacian = (r_phi[0] - 2 * r_phi[1] + r_phi[2]) / h**2 / r
        k_fermi = np.sqrt(2 * r_phi[1] / r)
        density = k_fermi**3 / (3 * np.pi**2)
        assert abs(laplacian / (4 * np.pi * density) - 1) < 2e-3

# ---------- energy functional by quadrature ----------
ln_x = np.linspace(-28, 14, 6001)
x_grid = np.exp(ln_x)
shape = (phi(x_grid) / x_grid) ** 1.5
charge = trapezoid(shape * x_grid**3, ln_x)
assert abs(charge - 1) < 1e-5


def energy(C, Z, a, weight=1.0):
    r = a * x_grid
    n = Z / (4 * np.pi * a**3) * shape * weight
    shell = 4 * np.pi * r**3 * n
    inside = cumulative_trapezoid(shell, ln_x, initial=0)
    kinetic = trapezoid(4 * np.pi * r**3 * C * n ** (5 / 3), ln_x)
    coulomb = trapezoid(shell * (inside - Z) / r, ln_x)
    return kinetic + coulomb


def best_factor(C, Z):
    unit = Z ** (-1 / 3)
    fit = minimize_scalar(lambda f: energy(C, Z, f * unit),
                          bounds=(0.3, 3), method="bounded",
                          options={"xatol": 1e-8})
    return fit.x


b_min2 = best_factor(C2_box, 30)
b_min1 = best_factor(C1_box, 30)
assert abs(b_min2 / b - 1) < 1e-3
assert abs(b_min1 / length_factor(1) - 1) < 1e-3
assert abs(best_factor(C2, 79) / b - 1) < 1e-4

# changes of shape at fixed charge must raise the energy to second order
a30 = b / 30 ** (1 / 3)
e_ref = energy(C2, 30, a30)
for trial in (np.exp(-x_grid), x_grid / (1 + x_grid), 1 / (1 + x_grid**2)):
    change = trial - trapezoid(shape * x_grid**3 * trial, ln_x) / charge
    up = energy(C2, 30, a30, 1 + 0.02 * change) - e_ref
    down = energy(C2, 30, a30, 1 - 0.02 * change) - e_ref
    assert up > 0 and down > 0
    assert abs(up - down) < 0.1 * (up + down)


# ---------- a steeper start gives a positive ion, a flatter one diverges ----------
def outward(slope):
    def rhs(t, y):
        p = max(y[0], 0.0) ** 1.5
        return [2 * t * y[1], 2 * p, 2 * t * t * p]

    def edge(t, y):
        return y[0]

    def turn(t, y):
        return y[1]
    edge.terminal = turn.terminal = True
    return solve_ivp(rhs, (0, 30), [1, slope, 0], events=[edge, turn],
                     rtol=1e-10, atol=1e-12)


ion = outward(1.01 * slope0)
assert len(ion.t_events[0]) == 1
ion_edge = ion.t_events[0][0]**2
ion_slope, ion_fraction = ion.y_events[0][0][1:]
assert ion_fraction < 1
assert abs(ion_fraction - (1 + ion_edge * ion_slope)) < 1e-6
flat = outward(0.99 * slope0)
assert len(flat.t_events[0]) == 0 and len(flat.t_events[1]) == 1

# ---------- example: head-on proton on a free zinc atom ----------
Z = 30
a = b / Z ** (1 / 3)
E_lab_eV = 500.0
m_p = const.m_p / const.m_e
M_u = elements.MASSES[Z]
M = M_u * const.atomic_mass / const.m_e
E_lab = E_lab_eV / HARTREE_EV
E_cm = E_lab * M / (M + m_p)


def tf_potential(r):
    return Z * float(phi(r / a)) / r


r_min = brentq(lambda r: tf_potential(r) - E_cm, 0.01, 5)
r_bare = Z / E_cm
v_p = np.sqrt(2 * E_lab / m_p)


def motion(t, y):
    r = y[2] - y[0]
    f, d = screening(r / a)
    gradient = Z * (float(d) / (a * r) - float(f) / r**2)
    return [y[1], gradient / m_p, y[3], -gradient / M]


def closest(t, y):
    return y[3] - y[1]


closest.terminal = True
path = solve_ivp(motion, (0, 1000), [-20, v_p, 0, 0], events=closest,
                 rtol=1e-9, atol=1e-11)
y_turn = path.y_events[0][0]
r_path = y_turn[2] - y_turn[0]
assert abs(r_path / r_min - 1) < 1e-3


# ---------- Hartree-Fock comparison ----------
def hf_atom(symbol, basis):
    mol = gto.M(atom=symbol + " 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mol, mf.e_tot, mf.make_rdm1()


def hf_potential(mol, dm, point):
    with mol.with_rinv_origin(point):
        inverse_r = mol.intor("int1e_rinv")
    nuclear = mol.atom_charge(0) / np.linalg.norm(point)
    return nuclear - np.einsum("ij,ji->", inverse_r, dm)


zn, e_zn, dm_zn = hf_atom("Zn", "unc-def2-tzvp")


def zn_potential(r):
    return hf_potential(zn, dm_zn, (0, 0, r))


tilted = hf_potential(zn, dm_zn, np.array([1, 1, 1]) * r_min / np.sqrt(3))
assert abs(tilted - zn_potential(r_min)) < 1e-3
r_min_hf = brentq(lambda r: zn_potential(r) - E_cm, 0.05, 1.6)
U_frozen = zn_potential(r_min)

# let the electrons relax around the proton held at the turning distance
h_basis = [[0, [100., 1.]], [0, [20., 1.]], [0, [4., 1.]],
           [1, [8., 1.]], [1, [2., 1.]]]
pair = gto.M(atom=[["Zn", (0, 0, 0)], ["H", (0, 0, r_min)]], unit="Bohr",
             charge=1, basis={"Zn": "unc-def2-tzvp", "H": h_basis}, verbose=0)
dm_start = np.zeros((pair.nao, pair.nao))
dm_start[:zn.nao, :zn.nao] = dm_zn
pair_hf = scf.RHF(pair)
pair_hf.conv_tol = 1e-8
pair_hf.max_cycle = 100
assert abs(pair_hf.energy_tot(dm_start) - e_zn - U_frozen) < 1e-4
pair_hf.kernel(dm_start)
if not pair_hf.converged:
    pair_hf = pair_hf.newton()
    pair_hf.kernel(dm_start)
assert pair_hf.converged
U_relaxed = pair_hf.e_tot - e_zn
assert U_relaxed < U_frozen

# half-screening radius times Z**(1/3) for real closed-shell atoms
x_half = brentq(lambda x: float(phi(x)) - 0.5, 0.1, 3)
half_radii = []
for symbol in ("Ne", "Ar", "Zn", "Kr"):
    if symbol == "Zn":
        mol, dm = zn, dm_zn
    else:
        mol, _, dm = hf_atom(symbol, "def2-tzvp")
    charge_z = mol.atom_charge(0)
    r_half = brentq(lambda r: r * hf_potential(mol, dm, (0, 0, r))
                    / charge_z - 0.5, 0.02, 1.5)
    scaled = r_half * charge_z ** (1 / 3)
    assert abs(scaled / (b * x_half) - 1) < 0.25
    half_radii.append((symbol, charge_z, r_half, scaled))

# ---------- printed numbers ----------
print(f"kinetic coefficient C, g=2, formula: {C2:.5f} a.u.")
print(f"kinetic coefficient C, g=2, counted: {C2_box:.5f} a.u.")
print(f"kinetic coefficient C, g=1, formula: {C1:.5f} a.u.")
print(f"length factor b, g=2, formula: {b:.5f}")
print(f"length factor b, g=2, energy minimum: {b_min2:.5f}")
print(f"length factor b, g=1, formula: {length_factor(1):.5f}")
print(f"length factor b, g=1, energy minimum: {b_min1:.5f}")
print(f"initial slope phi'(0): {slope0:.6f}")
print(f"electron charge / Z by quadrature: {charge:.6f}")
print(f"phi(1): {float(phi(1)):.4f}; exp(-1): {np.exp(-1):.4f}")
print(f"phi(10): {float(phi(10)):.5f}; exp(-10): {np.exp(-10):.2e}")
print(f"1% steeper start: edge x = {ion_edge:.2f}, N/Z = {ion_fraction:.4f}")
print(f"Zn: Z = {Z}, mass = {M_u:.2f} u")
print(f"Zn screening length: {a:.4f} bohr = {a * BOHR_NM:.5f} nm")
print(f"proton energy, laboratory: {E_lab_eV:.1f} eV")
print(f"energy, centre of mass: {E_cm * HARTREE_EV:.1f} eV")
print(f"closest approach, bare nucleus: {r_bare * BOHR_NM:.4f} nm")
print(f"closest approach, Thomas-Fermi: {r_min * BOHR_NM:.5f} nm")
print(f"closest approach, from trajectory: {r_path * BOHR_NM:.5f} nm")
print(f"closest approach, frozen HF atom: {r_min_hf * BOHR_NM:.5f} nm")
print(f"x at TF closest approach: {r_min / a:.4f}")
print(f"phi at TF closest approach: {float(phi(r_min / a)):.4f}")
print("At the TF closest approach, proton-Zn energy:")
print(f"  HF, frozen atom: {U_frozen * HARTREE_EV:.1f} eV")
print(f"  HF, relaxed electrons: {U_relaxed * HARTREE_EV:.1f} eV")
print(f"  relaxation: {(U_frozen - U_relaxed) * HARTREE_EV:.1f} eV")
print("Zn: r (nm), phi TF, phi HF, TF potential energy (eV)")
for r_nm in (0.002, 0.005, 0.01, 0.02, 0.05, 0.1):
    r = r_nm / BOHR_NM
    print(f"  {r_nm:.3f}  {float(phi(r / a)):.4f}  "
          f"{r * zn_potential(r) / Z:.4f}  {tf_potential(r) * HARTREE_EV:.2f}")
print(f"TF half-screening: x = {x_half:.4f}, r*Z^(1/3) = {b * x_half:.4f} bohr")
print("HF atoms: Z, half-screening r (bohr), r*Z^(1/3) (bohr)")
for symbol, charge_z, r_half, scaled in half_radii:
    print(f"  {symbol}  {charge_z}  {r_half:.4f}  {scaled:.4f}")
print(f"(Z alpha)^2 for Zn: {(Z * const.fine_structure)**2:.4f}")
print(f"proton speed: {v_p:.4f} a.u.")
print(f"Fermi speed at closest approach: {np.sqrt(2 * E_cm):.3f} a.u.")
reduced_mass = m_p * M / (m_p + M)
wavelength = 1 / np.sqrt(2 * reduced_mass * E_cm)
print(f"reduced de Broglie wavelength: {wavelength * BOHR_NM:.6f} nm")
print("success")
```

Running it gives:

```
kinetic coefficient C, g=2, formula: 2.87123 a.u.
kinetic coefficient C, g=2, counted: 2.87123 a.u.
kinetic coefficient C, g=1, formula: 4.55780 a.u.
length factor b, g=2, formula: 0.88534
length factor b, g=2, energy minimum: 0.88534
length factor b, g=1, formula: 1.40539
length factor b, g=1, energy minimum: 1.40539
initial slope phi'(0): -1.588071
electron charge / Z by quadrature: 1.000000
phi(1): 0.4240; exp(-1): 0.3679
phi(10): 0.02431; exp(-10): 4.54e-05
1% steeper start: edge x = 3.13, N/Z = 0.5230
Zn: Z = 30, mass = 65.38 u
Zn screening length: 0.2849 bohr = 0.01508 nm
proton energy, laboratory: 500.0 eV
energy, centre of mass: 492.4 eV
closest approach, bare nucleus: 0.0877 nm
closest approach, Thomas-Fermi: 0.02519 nm
closest approach, from trajectory: 0.02519 nm
closest approach, frozen HF atom: 0.02357 nm
x at TF closest approach: 1.6705
phi at TF closest approach: 0.2871
At the TF closest approach, proton-Zn energy:
  HF, frozen atom: 425.3 eV
  HF, relaxed electrons: 393.4 eV
  relaxation: 31.9 eV
Zn: r (nm), phi TF, phi HF, TF potential energy (eV)
  0.002  0.8505  0.8466  18370.51
  0.005  0.7003  0.6925  6050.09
  0.010  0.5351  0.5174  2311.44
  0.020  0.3473  0.3196  750.06
  0.050  0.1385  0.0811  119.70
  0.100  0.0505  0.0218  21.80
TF half-screening: x = 0.7566, r*Z^(1/3) = 0.6698 bohr
HF atoms: Z, half-screening r (bohr), r*Z^(1/3) (bohr)
  Ne  10  0.2748  0.5921
  Ar  18  0.2370  0.6210
  Zn  30  0.2014  0.6256
  Kr  36  0.1911  0.6309
(Z alpha)^2 for Zn: 0.0479
proton speed: 0.1415 a.u.
Fermi speed at closest approach: 6.016 a.u.
reduced de Broglie wavelength: 0.000207 nm
success
```
